# Electron density from the resonance shift of a hairpin probe

## Problem

A hairpin probe is a wire bent into a long, narrow U. The two parallel arms form a short transmission line, closed at the bend and open at the tips. In vacuum its lowest resonance lies at $f_0=2.5$ GHz. Immersed in a plasma, the same probe resonates at $f_r=3.0$ GHz. What is the electron density $n$?

The plasma is taken to be uniform, cold and unmagnetized, and to fill all the space around the wires right up to their surfaces. The last condition is an idealization: a real wire is surrounded by a thin layer, the sheath, which is nearly empty of electrons. Collisions, wire losses and radiation are neglected, and the ions are at rest. The effects of collisions and of a sheath are estimated after the main result.

## First estimate by scaling

The resonance frequency of a line of fixed length is proportional to the wave speed along it, and the wave speed is proportional to $\varepsilon^{-1/2}$, where $\varepsilon$ is the relative permittivity of the medium. The frequency has gone up, so the plasma must have $\varepsilon<1$.

The size of the reduction follows from the inertia of the electrons. In a field of amplitude $E$ and angular frequency $\omega$, a free electron of charge $-e$ and mass $m$ oscillates with amplitude $eE/(m\omega^2)$. Then $n$ electrons per unit volume give a polarization of size $ne^2E/(m\omega^2)$. Compared with $\varepsilon_0E$, this is the fraction

$$
\eta=\frac{ne^2}{\varepsilon_0m\omega^2}=\frac{f_p^2}{f^2},\qquad
f_p^2=\frac{ne^2}{4\pi^2\varepsilon_0m},
$$

where $f=\omega/2\pi$ and $f_p$ is the electron plasma frequency. With $\varepsilon=1-\eta$ and small $\eta$, the frequency rises by the factor $(1-\eta)^{-1/2}\approx1+\eta/2$. Let $\Delta=f_r-f_0$ be the shift. Evaluating $\eta$ at $f_0$ gives

$$
\frac{\Delta}{f_0}\approx\frac{f_p^2}{2f_0^2}
\quad\Longrightarrow\quad f_p^2\approx2f_0\Delta .
$$

Here $2f_0\Delta=2\times2.5\times0.5=2.5\ \mathrm{GHz}^2$. The factor that turns $f_p^2$ into a density is $4\pi^2\varepsilon_0m/e^2=0.01240\ \mathrm{m^{-3}\,s^2}$, so

$$
n\approx0.01240\times2.5\times10^{18}\ \mathrm{m^{-3}}
=3.1\times10^{16}\ \mathrm{m^{-3}} .
$$

This is $3.1\times10^{10}\ \mathrm{cm^{-3}}$. The shift is 20 percent of $f_0$, which is not very small, so an error of order ten percent is to be expected.

## Exact solution of the model

### Permittivity of the plasma

All oscillating quantities carry the time factor $e^{-i\omega t}$, so each time derivative becomes a factor $-i\omega$. The electron displacement $x$ along the field obeys

$$
m\ddot x=-eE\quad\Longrightarrow\quad-m\omega^2x=-eE
\quad\Longrightarrow\quad x=\frac{eE}{m\omega^2}.
$$

The displacement is in phase with the field, although the force on the negative charge points against it. This is the response of a free mass, whose displacement is opposite to the force. The polarization is charge density times displacement,

$$
P=-nex=-\frac{ne^2}{m\omega^2}E,
$$

and it opposes the field. From $\varepsilon_0\varepsilon E=\varepsilon_0E+P$ we get

$$
\varepsilon(f)=1-\frac{ne^2}{\varepsilon_0m\omega^2}=1-\frac{f_p^2}{f^2}. \tag{1}
$$

Singly charged ions of mass $M$ and the same density would add a term of the same form, smaller by the factor $m/M$. This is why they can be left at rest.

### Wave along the arms

Let $z$ run along the arms, from the closed end at $z=0$ to the open end at $z=L$. We look for fields that are purely transverse:

$$
\mathbf E=\mathbf e(x,y)\,V(z),\qquad
\mathbf B=\frac1c\,\hat{\mathbf z}\times\mathbf e(x,y)\,U(z).
$$

The pattern $\mathbf e=-\nabla\phi$ is the electrostatic field between the two wires for unit voltage, so $\nabla\times\mathbf e=0$ and $\nabla\cdot\mathbf e=0$ outside the metal. A uniform medium does not change this pattern. $V$ is the voltage between the arms, and $U$ is proportional to the wire current, because the circulation of $\mathbf B$ around a wire measures that current.

Faraday's law is $\nabla\times\mathbf E=i\omega\mathbf B$. Since $\mathbf e$ has no curl, only the $z$ derivative contributes to the left side:

$$
V'\,\hat{\mathbf z}\times\mathbf e=\frac{i\omega}{c}U\,\hat{\mathbf z}\times\mathbf e
\quad\Longrightarrow\quad V'=\frac{i\omega}{c}U. \tag{2}
$$

Ampère's law in the medium is $\nabla\times\mathbf B=-i\omega\varepsilon\mathbf E/c^2$. Here $\nabla\times(\hat{\mathbf z}\times\mathbf e)=\hat{\mathbf z}\,(\nabla\cdot\mathbf e)-\partial_z\mathbf e=0$, so again the $z$ derivative alone remains. With $\hat{\mathbf z}\times(\hat{\mathbf z}\times\mathbf e)=-\mathbf e$,

$$
-\frac{U'}{c}\,\mathbf e=-\frac{i\omega\varepsilon}{c^2}V\,\mathbf e
\quad\Longrightarrow\quad U'=\frac{i\omega\varepsilon}{c}V. \tag{3}
$$

Differentiating (2) and inserting (3) gives $V''=(i\omega/c)(i\omega\varepsilon/c)V$, that is,

$$
V''+k^2V=0,\qquad k=\frac{\omega\sqrt{\varepsilon}}{c}. \tag{4}
$$

### Resonance condition

The bend short-circuits the arms, so $V(0)=0$ and $V=A\sin kz$. At the open end no current flows, so $U(L)=0$, and by (2) $V'(L)=0$. This requires $\cos kL=0$. The lowest solution is $kL=\pi/2$, a quarter wavelength on the arm:

$$
f\sqrt{\varepsilon(f)}=\frac{c}{4L}. \tag{5}
$$

A resonance needs $\varepsilon>0$. For $\varepsilon<0$ the solution with $V(0)=0$ is a hyperbolic sine, and for $\varepsilon=0$ it is a straight line. Neither has zero slope at $L$ unless it vanishes everywhere.

In vacuum $\varepsilon=1$, and (5) reads $f_0=c/(4L)$. The right side of (5) is therefore the measured vacuum frequency, and the length is no longer needed:

$$
f_r^2\,\varepsilon(f_r)=f_0^2. \tag{6}
$$

The permittivity belongs to the frequency at which the fields oscillate in the plasma, which is $f_r$. Inserting (1) gives

$$
f_r^2\left(1-\frac{f_p^2}{f_r^2}\right)=f_r^2-f_p^2=f_0^2
\quad\Longrightarrow\quad f_p^2=f_r^2-f_0^2 .
$$

With the definition of $f_p$, the density is

$$
\boxed{\,n=\frac{4\pi^2\varepsilon_0m}{e^2}\left(f_r^2-f_0^2\right)\,} \tag{7}
$$

### Numbers

The squares are $f_r^2=9.00\ \mathrm{GHz}^2$ and $f_0^2=6.25\ \mathrm{GHz}^2$. Their difference is $f_p^2=2.75\ \mathrm{GHz}^2$, so $f_p=1.658$ GHz, and

$$
n=0.01240\times2.75\times10^{18}\ \mathrm{m^{-3}}
=3.41\times10^{16}\ \mathrm{m^{-3}}=3.41\times10^{10}\ \mathrm{cm^{-3}} .
$$

The permittivity at resonance is $\varepsilon(f_r)=6.25/9.00=0.694$, which lies between 0 and 1 as required. An ideal quarter-wave probe would have arms of length $c/(4f_0)=3.00$ cm. The wavelength along the arms is 11.99 cm in both cases: the plasma changes the frequency that belongs to this wavelength, not the wavelength itself.

### A probe that is not an ideal quarter-wave line

Real tips carry some extra capacitance. Let it equal that of an additional piece of line of length $d$, short enough for the voltage on it to be uniform, and filled by the same plasma. The current entering this piece must drop to zero across it. By (3), $0-U(L)=i\omega\varepsilon V(L)\,d/c$. Inserting this $U(L)$ into (2) gives

$$
V'(L)=\frac{i\omega}{c}\left(-\frac{i\omega\varepsilon d}{c}\right)V(L)=k^2d\,V(L).
$$

With $V=A\sin kz$ this becomes $k\cos kL=k^2d\sin kL$, or

$$
\cot kL=kd .
$$

The condition contains the frequency and the permittivity only through $k$. Its lowest root is the same with and without plasma, so $f_r\sqrt{\varepsilon(f_r)}=f_0$ still holds, and (7) with it. The load lowers $f_0$, but a measured $f_0$ already includes that. This works only because the plasma fills the load. A capacitance that the plasma does not fill, such as one inside a dielectric coating or support, does not scale with $\varepsilon$, and (7) no longer holds: if the tip load of the following example kept its vacuum capacitance, (7) would return about $6.3\times10^{10}$ instead of $8.0\times10^{10}\ \mathrm{cm^{-3}}$.

As an example, take $L=2.60$ cm, $d=0.30$ cm and a density of $8.00\times10^{10}\ \mathrm{cm^{-3}}$. The equations for voltage, wire current and electron current were put on a grid along the arm and diagonalized. The lowest resonances are 2.5867 GHz in vacuum and 3.6250 GHz in plasma. The difference of their squares is $13.141-6.691=6.450\ \mathrm{GHz}^2$, and (7) returns $8.00\times10^{10}\ \mathrm{cm^{-3}}$. Using $c/(4L)$ in place of the measured vacuum frequency would have spoiled this result.

## How far the number can be trusted

### Reading error

If $f_r$ is misread by a small amount $\delta$, (7) gives to first order

$$
\frac{\delta n}{n}\approx\frac{2f_r\,\delta}{f_r^2-f_0^2}.
$$

For $\delta=10$ MHz this is $2\times3.0\times0.010/2.75=0.022$, or 2.2 percent of $n$. The denominator shows where the method becomes weak: at low density the two resonances approach each other, and the same reading error becomes a large fraction of the result. The shift equals 10 MHz when $f_p^2\approx2f_0\delta=0.05\ \mathrm{GHz}^2$, which corresponds to about $6\times10^{8}\ \mathrm{cm^{-3}}$. Near that density a 10 MHz error is as large as the signal.

### Collisions

Collisions with the gas can be described by a friction force $-m\nu\dot x$ with rate $\nu$. Since $\dot x=-i\omega x$, the equation of motion becomes $-m\omega^2x=-eE+im\nu\omega x$. Hence $x=eE/[m\omega(\omega+i\nu)]$, and the last term of (1) is multiplied by $\omega/(\omega+i\nu)$. With $\omega_0$, $\omega_p$ and $\omega_r$ denoting $2\pi$ times $f_0$, $f_p$ and $f_r$, condition (6) turns into

$$
\omega^2=\omega_0^2+\omega_p^2\,\frac{\omega}{\omega+i\nu}
\approx\omega_r^2-i\,\frac{\omega_p^2\nu}{\omega}-\frac{\omega_p^2\nu^2}{\omega^2}.
$$

The term of first order in $\nu$ is imaginary. Writing $\omega=\omega_r-i\gamma$ and keeping first order gives $-2i\omega_r\gamma=-i\omega_p^2\nu/\omega_r$, so the amplitude decays at the rate

$$
\gamma=\frac{\nu}{2}\,\frac{f_p^2}{f_r^2}.
$$

A real change of the frequency appears only in second order. For $\nu=10^8\ \mathrm{s^{-1}}$ the decay rate is $\gamma=\tfrac12\times10^8\times2.75/9.00=1.53\times10^7\ \mathrm{s^{-1}}$. The eigenvalues of the damped equations for this mode, found numerically, put the resonance about 10 kHz below 3.0 GHz. That is a thousandth of the 10 MHz reading error. At this collision rate the resonance is broadened, but its position still gives the density. The expansion requires $\nu\ll\omega_r$ and fails when the two become comparable.

### Sheath

Suppose now that each wire is surrounded by a layer without electrons. At a given wire charge, let the layers take the fraction $s$ of the voltage that the line would have in vacuum. The remaining fraction $1-s$ falls across the plasma, where it is changed by the factor $1/\varepsilon$. Treating layers and plasma as capacitors in series, the total voltage is the vacuum voltage times $s+(1-s)/\varepsilon$. The line therefore behaves as if filled with an effective permittivity

$$
\varepsilon_{\rm eff}=\left[s+\frac{1-s}{\varepsilon}\right]^{-1}.
$$

The resonance condition is $f_r^2\varepsilon_{\rm eff}=f_0^2$. At a given density it has two solutions in frequency. The lower one has $\varepsilon<0$, exists only with a sheath, and moves to zero frequency as $s\to0$. Here $f_r$ is the upper one, which has $\varepsilon>0$ and becomes the resonance (6) as $s\to0$. With $r=f_r^2/f_0^2$ the condition reads $s+(1-s)/\varepsilon=r$, so

$$
\varepsilon=\frac{1-s}{r-s},\qquad
f_p^2=f_r^2(1-\varepsilon)=f_r^2\,\frac{r-1}{r-s}.
$$

Without a sheath, $s=0$ and $f_p^2=f_r^2(r-1)/r=f_r^2-f_0^2$, as before. The sheath thus multiplies the density by

$$
\frac{n_{\rm sheath}}{n}=\frac{r}{r-s}.
$$

This exceeds 1 for every $s$ between 0 and 1. Part of the field lies where there are no electrons to shift the resonance, so a denser plasma is needed for the same shift. For the chosen value $s=0.2$ and $r=1.44$, the factor is $1.44/1.24=1.16$, and the density becomes $3.96\times10^{10}\ \mathrm{cm^{-3}}$. The series model treats the sheath edges as surfaces of constant potential and the layers as equally thick along the arms, so it gives the direction and the rough size of the correction. The value of $s$ for a given probe has to come from a sheath model. For thin wires of radius $a$ and spacing $w$ with sheaths of outer radius $b$, $s\approx\ln(b/a)/\operatorname{arcosh}(w/2a)$. At this density and an electron temperature of 1 to 3 eV the Debye length is 40 to 70 µm. Wires of radius 0.06 to 0.13 mm, 3 mm apart, with sheaths 1 to 5 Debye lengths thick then give $s$ between about 0.1 and 0.5, and a factor between about 1.06 and 1.5.

## Comparison of estimate and solution

The estimate gave $3.1\times10^{10}\ \mathrm{cm^{-3}}$ and the solution of the model gives $3.41\times10^{10}\ \mathrm{cm^{-3}}$. The difference can be traced by writing $f_r=f_0+\Delta$ in the exact result:

$$
f_p^2=(f_0+\Delta)^2-f_0^2=2f_0\Delta+\Delta^2 .
$$

The estimate keeps the first term, $2.50\ \mathrm{GHz}^2$, and drops the second, $0.25\ \mathrm{GHz}^2$. Its ratio to the exact value is

$$
\frac{2f_0\Delta}{2f_0\Delta+\Delta^2}=\frac{1}{1+\Delta/(2f_0)}=\frac{1}{1.1}=0.91,
$$

so it is 9 percent low. For a small shift the two agree, and the density grows in proportion to $\Delta$. For $\Delta\gg f_0$ the dropped term dominates, the density grows as $\Delta^2$, and the estimate fails.

The factored form $f_p^2=(f_r-f_0)(f_r+f_0)$ shows how to repair the estimate. The linear rule $f_p^2=2f\Delta$ becomes exact if $f$ is the mean of the two resonance frequencies, here 2.75 GHz, instead of $f_0$.

The same form shows what goes wrong if the shift itself is taken for the plasma frequency. Setting $f_p=\Delta=0.5$ GHz keeps just the small term $\Delta^2$ and gives $3.1\times10^{9}\ \mathrm{cm^{-3}}$. This is too low by the factor $(f_r+f_0)/(f_r-f_0)=5.5/0.5=11$. The plasma adds to the square of the resonance frequency, not to the frequency.

The 9 percent error of the estimate is larger than the 2.2 percent from a 10 MHz misreading, so the exact formula is worth using. It is smaller than the error of ignoring a sheath with $s=0.2$, which leaves the result 14 percent low ($1.24/1.44=0.86$). For a probe with such a sheath, the density would be $3.96\times10^{10}\ \mathrm{cm^{-3}}$, so already the second digit of $3.41\times10^{10}\ \mathrm{cm^{-3}}$ describes the model without a sheath, not the plasma.

Numbers in the example were calculated in double precision.
